# Cheung's Differential-Voltage Plot for a Diode with Series Resistance, part 2

The barrier of a metal contact on an n-type semiconductor is sought from its forward current $I$ at applied voltage $V$. A constant series resistance $R$ leaves $U=V-RI$ across the junction. $\tau$ is the thermal energy, $\phi$ the zero-bias barrier and $n$ the ideality factor. The barrier is $\phi+(1-1/n)U$ seen from the metal and $b_s=\phi-U/n$ from the semiconductor.

Emission over a barrier $b$ gives $I_Re^{-b/\tau}$ once the Fermi function is simplified to an exponential. The net current is the flow from the semiconductor minus that from the metal. With area $S$ and effective mass $m$, $I_R=Sm\tau^2/2\pi^2$ in atomic units; $I_s=I_Re^{-\phi/\tau}$.

In the window $U\gg\tau$, $b_s\gg\tau$, and below flat band, the forward law is $V=n\tau\ln I+RI$ plus a constant, and

$$D=\frac{dV}{d\ln I}=n\tau+RI,\qquad H=V-n\tau\ln\frac{I}{I_R}=n\phi+RI .$$

At finite $U$, the diode part $D-RI$ falls short of $n\tau$ by the relative amount $n/(e^{U/\tau}-1+n)$. For neighbouring readings,

$$\frac{\Delta V}{\Delta\ln I}=n\tau+R\,L,\qquad L=\frac{\Delta I}{\Delta\ln I}.$$

$L$ is the logarithmic mean of the two currents, $A$ their arithmetic mean.

The model diode has $\tau=0.025$ eV, $\phi=0.70$ eV, $n=1.10$, $m=0.25$ electron masses, $S=10^{12}$ Å$^2$ and $R=0.005$. With $\hbar=e=1$, currents are quoted as $\hbar I/e$ in eV and resistances in units of $\hbar/e^2$. Here $I_R=1.039\times10^6$ eV. The synthetic readings are:

| $V$ (eV) | $I$ (eV) | $\ln(I/I_R)$ |
|---|---|---|
| 0.40 | 1.1986 | −13.6725 |
| 0.45 | 4.2442 | −12.4080 |
| 0.50 | 9.6988 | −11.5816 |
| 0.55 | 16.7075 | −11.0377 |
| 0.60 | 24.5833 | −10.6515 |
| 0.65 | 32.9691 | −10.3580 |
| 0.70 | 41.6796 | −10.1236 |

**Q.** If you computed the currents from the forward law, you will of course get your parameters back.

**A.** They were not computed from it. Each current is the difference of two emission integrals with full Fermi functions, and the circuit equation $V=U+RI$ was solved for $U$ at each voltage. The reverse flow and the degeneracy of the electrons are in the data. What the example can test is the reduction to two straight lines and the handling of finite steps. It cannot show that a real contact obeys the model.

**Q.** Are these readings inside your window?

**A.** The smallest junction voltage is $15.76\,\tau$, so the relative deficit of the diode part of $D$ is about $1.1\,e^{-15.76}$, or $1.6\times10^{-7}$. At the other end, the last reading has $U=0.70-0.005\times41.68=0.4916$ eV. The barrier from the semiconductor side is then

$$b_s=0.70-\frac{0.4916}{1.10}=0.2531\ \text{eV}=10.12\,\tau .$$

The simplified Fermi function is in error by at most $e^{-10.12}$, about $4\times10^{-5}$ of the flow. The third column shows the same number with a minus sign, because $\ln(I/I_R)=-b_s/\tau$ in the forward limit. The flat-band condition depends on the doping, which the model does not contain. For this mass and temperature the bulk Fermi level lies $8.0\,\tau$ below the band edge at $10^{15}$ donors per cm$^3$, so the last reading would still be below flat band. At $10^{14}$ it lies $10.3\,\tau$ below, and the last reading would be just beyond it. Staying below flat band is not sufficient. For a dielectric constant of 11.7 and a mobility of 1000 cm$^2$/Vs, an estimate in the depletion approximation shows that transport through the depletion layer at $10^{15}$ cuts the current to about one half of the emission value at the first reading and one third at the last; the two plots would then give $n\approx1.2$ and a barrier near 0.68 eV. At $10^{17}$ the cut is below ten per cent and the fitted values stay at 1.10 and 0.70 eV.

**Q.** Now the first plot.

**A.** For the first pair of readings, $\Delta\ln I=-12.4080+13.6725=1.2645$, so

$$\frac{\Delta V}{\Delta\ln I}=\frac{0.05}{1.2645}=0.0395\ \text{eV},\qquad L=\frac{4.2442-1.1986}{1.2645}=2.409\ \text{eV}.$$

All six pairs give

| $L$ (eV) | $\Delta V/\Delta\ln I$ (eV) |
|---|---|
| 2.4087 | 0.03954 |
| 6.6000 | 0.06050 |
| 12.8870 | 0.09194 |
| 20.3926 | 0.12946 |
| 28.5714 | 0.17036 |
| 37.1543 | 0.21327 |

From the end points, the slope is $(0.21327-0.03954)/(37.1543-2.4087)=0.00500$, and the intercept is $0.03954-0.00500\times2.4087=0.0275$ eV. The least-squares line through all six gives the same values. Hence

$$n=\frac{0.0275}{0.025}=1.100,\qquad R=0.00500 .$$

**Q.** And with the arithmetic mean?

**A.** The same fit gives $n=1.026$. The step size alone takes away three quarters of the departure from unity. The reason can be followed in the numbers. Writing $D=n\tau+RA-R(A-L)$, each point lies below the true line by $R(A-L)$. The arithmetic mean of the first pair is 2.721 eV, which gives an offset of $0.005\times0.313=0.0016$ eV; for the last pair it is 37.324 eV, and the offset is 0.0009 eV. A line fitted to these offsets reaches 0.001845 eV at zero current. The intercept is lowered by that amount, from 0.0275 to 0.025655 eV, and division by $\tau$ gives the 1.026.

**Q.** Go on to the barrier.

**A.** With $n\tau=0.0275$ eV, the first reading gives

$$H=0.40+0.0275\times13.6725=0.7760\ \text{eV},$$

and the last gives $H=0.70+0.0275\times10.1236=0.9784$ eV. The slope between them is $(0.9784-0.7760)/(41.6796-1.1986)=0.0050$, and the intercept is $0.7760-0.0050\times1.1986=0.7700$ eV. The least-squares line through all seven points agrees, and

$$\phi=\frac{0.7700}{1.100}=0.700\ \text{eV}.$$

In other units the barrier is 0.0257 hartree and the resistance 20.5 ohm.

**Q.** What would my straight line through $\ln I$ against $V$ have given?

**A.** On these seven readings, an ideality factor of 3.57 and a barrier of 0.44 eV. The local slope shows why: $D/\tau=n+RI/\tau$ is $0.03954/0.025=1.58$ in the first interval and 8.53 in the last. A single line averages over this range. It is too flat, so when carried back to zero voltage it meets the axis at too large a current, and a large saturation current is read as a low barrier. The error is 0.26 eV on a barrier of 0.70 eV. It comes from the range of the readings. Between 0.15 and 0.30 eV, where $RI$ is still small, the same plain line would give 1.10 and 0.70 eV for this diode. When such low currents cannot be measured or are masked by leakage, the resistance has to be extracted together with $n$ and $\phi$. The two plots do this. A single least-squares fit of $V$ by a combination of $\ln I$, $I$ and a constant would do it too.

**Q.** You have two plots and two values of $R$, and they agree. That is an independent confirmation, I suppose.

**A.** Not an independent one. Both lines come from the single relation $V=n\tau\ln I+RI+\text{constant}$. The first plot takes its differences, and the second moves the logarithm to the other side. Agreement of the slopes tests whether the $n$ taken from the first plot suits the second.

**Q.** How sharp is that test?

**A.** Suppose $n$ is too large by $\delta$. The function computed from the data becomes

$$H'=V-(n+\delta)\tau\ln\frac{I}{I_R}=H-\delta\tau\ln\frac{I}{I_R}.$$

For fixed currents, a least-squares line depends linearly on the ordinates. Let $c_0+c_1I$ be the line fitted to $\ln(I/I_R)$. Then the line fitted to $H'$ has

$$\text{intercept}=n\phi-\delta\tau c_0,\qquad \text{slope}=R-\delta\tau c_1 .$$

The barrier is now found by dividing by the wrong $n+\delta$, and its error is

$$\phi'-\phi=\frac{n\phi-\delta\tau c_0}{n+\delta}-\phi=-\frac{\delta\,(\phi+\tau c_0)}{n+\delta}.$$

In the example $c_0=-12.828$ and $c_1=0.0760$ per eV. For $\delta=0.02$,

$$\phi'-\phi=-\frac{0.02\,(0.700-0.3207)}{1.12}\ \text{eV}=-0.0068\ \text{eV}.$$

The slope becomes $0.005-0.0005\times0.0760=0.00496$. A full repetition of the fit gives the same two results, a barrier of 0.693 eV and a slope lower by 0.76 per cent. So even against the true $R$, an error of 1.8 per cent in $n$ changes the second slope by less than one per cent. Against the slope of the first plot the test is weaker still. If noise in the voltages makes the first intercept too high, it tends to make the first slope too low, and in this example both slopes then fall by nearly the same amount. Their agreement is therefore no evidence that $n$ is accurate.

**Q.** At least the barrier moves little. But you also needed the area and the effective mass. I rarely know either well.

**A.** Suppose the value used for $I_R$ is too large by a factor $c$. Since $\ln(I/cI_R)=\ln(I/I_R)-\ln c$, the whole second plot moves up by $n\tau\ln c$. After division by $n$,

$$\phi'=\phi+\tau\ln c .$$

An area twice too large raises the barrier by $0.025\ln2=0.0173$ eV, and the repeated fit indeed gives 0.717 eV. The mass acts in the same way, because $I_R$ contains the product $Sm$. So does a constant probability below one that an electron crosses at the top. These errors leave both slopes unchanged, so comparing the slopes cannot detect them. The first plot does not contain $I_R$ at all, so $n$ and $R$ do not suffer.

**Q.** And the temperature?

**A.** For the same relative error, that one matters more. Let the first intercept be $a=n\tau$ and the second $h=n\phi$. Then $\phi=\tau h/a$. The product $a$ is measured without knowing $\tau$, but the factor in front is proportional to it, and $I_R$ varies as $\tau^2$. If $\tau$ is taken too large by a small fraction $\epsilon$, $I_R$ is too large by the factor $1+2\epsilon$, which raises $h$ by $2\epsilon n\tau$. To first order,

$$\phi'=(1+\epsilon)\,(\phi+2\epsilon\tau)\approx\phi+\epsilon\,(\phi+2\tau).$$

One per cent, about three kelvin near room temperature, gives $0.01\times0.75=0.0075$ eV. The temperature that counts is that of the junction while the current flows. If the contact heats up along the sweep, $\tau$ is not one number and neither line is straight in general.

**Q.** Real readings are noisy, and you difference them.

**A.** Let each voltage have an independent error of standard deviation $\sigma$, with accurate currents. The difference of two voltages has $\sqrt2\,\sigma$, so the error of a point in the first plot is $\sqrt2\,\sigma/\Delta\ln I$. For $\sigma=0.0005$ eV this is 0.0006 eV in the first interval of the example, where $\Delta\ln I=1.264$, and 0.0030 eV in the last, where it is 0.234. The second figure is a tenth of the intercept we are after. The points at high current should therefore carry less weight in the fit, or the readings should be taken at equal steps in $\ln I$. In the example either measure lowers the standard deviation of $n$ from 0.028 to 0.017, and the direct fit of $V$ by $\ln I$, $I$ and a constant gives 0.015 for either spacing. Neighbouring points also share a reading, so their errors are correlated.

**Q.** What if the resistance is not constant?

**A.** Then neither plot is straight in general. For a voltage drop $R(I)\,I$,

$$D=n\tau+I\,\frac{d(RI)}{dI}=n\tau+RI+I^2\frac{dR}{dI},\qquad H=n\phi+RI .$$

With $R=R_0+R_1I$, the first has a quadratic term $2R_1I^2$ and the second $R_1I^2$. With the correct $n$ in $H$, both plots curve, the first twice as strongly. If $n$ is taken from a line fitted to the curved first plot, it is itself wrong, and the two fitted slopes may still nearly agree. One therefore has to look for the curvature itself. A leakage path parallel to the junction shows itself at the other end: where an ohmic path carries most of the current, $D$ approaches $V=U+RI$. As long as $U$ is larger than $n\tau$ there, this lies above the line $n\tau+RI$, so with falling current $D$ first rises above the line and goes to zero only as $V$ does. Curvature of either kind means that the straight-line intercepts are not $n\tau$ and $n\phi$.

**Q.** One last doubt. If everything is straight and consistent, is 0.700 eV the barrier that the electrons met during the measurement?

**A.** No. It is the model's barrier at zero bias. During the sweep the junction voltage ran from $15.76\,\tau=0.394$ eV to 0.492 eV, and the barrier seen from the metal, $\phi+(1-1/n)U$, ran from 0.736 to 0.745 eV. The value 0.700 eV is an extrapolation that relies on the linear dependence on $U$ continuing down to zero. If $n$ exceeds one for another reason, such as tunnelling through the barrier or recombination, the two lines may still look straight, but the quotient of the intercepts no longer has that meaning. The fit alone cannot tell these cases apart at one temperature. Patches of different but fixed barrier height, conducting in parallel behind one common resistance, do not raise $n$, since all have the same $U$ and each contributes the same factor $e^{U/\tau}$. They do make the fitted barrier an average that favours the low patches. This holds for patches wide compared with the depletion layer. A low patch that is smaller is pinched off by its surroundings: its effective barrier lies at a saddle point inside the semiconductor and rises with forward bias, which makes $n$ exceed one even though the barriers at the interface are fixed. If each patch has a series resistance of its own, the junction voltages differ from patch to patch, and the fitted $n$ may then exceed one. The main values of the example are in the numerical output below.

## Values computed for the example and the checks

```
thermal energy tau = 0.0250 eV
input barrier phi = 0.7000 eV, input ideality n = 1.1000
effective mass = 0.250 m_e, area = 1.000e+12 A^2
input resistance R = 0.00500 hbar/e^2
hbar^2/m_e = 7.61996 eV A^2
Richardson current I_R = 1.03881e+06 eV
saturation current I_s = 7.18277e-07 eV
U/tau, (D-RI)/(n tau), H-RI in eV:
    0.1  0.08727  0.83468
    1.0  0.60969  0.78261
    3.0  0.94551  0.77140
    5.0  0.99259  0.77019
   17.0  1.00000  0.77000
smallest U/tau in the data = 15.760
V in eV, I in eV, ln(I/I_R), H in eV:
  0.40  1.19856  -13.67247  0.77599
  0.45  4.24420  -12.40804  0.79122
  0.50  9.69875  -11.58159  0.81849
  0.55  16.70750  -11.03773  0.85354
  0.60  24.58333  -10.65152  0.89292
  0.65  32.96906  -10.35802  0.93485
  0.70  41.67962  -10.12358  0.97840
log-mean I in eV, arithmetic-mean I in eV, D in eV:
  2.40870  2.72138  0.039544
  6.60002  6.97147  0.060500
  12.88703  13.20312  0.091935
  20.39257  20.64542  0.129463
  28.57139  28.77620  0.170357
  37.15432  37.32434  0.213272
first intercept = 0.027500 eV, slope = 0.005000
recovered ideality n = 1.10000
ideality with arithmetic-mean current = 1.02620
second intercept = 0.770000 eV, slope = 0.005000
recovered barrier = 0.70000 eV = 0.025725 hartree
recovered resistance = 0.005000 hbar/e^2 = 20.541 ohm
barrier with doubled area = 0.71733 eV, tau ln 2 = 0.01733 eV
line through ln(I/I_R): c0 = -12.82792, c1 = 0.076002 per eV
n too large by 0.02: barrier = 0.69323 eV, second slope = 0.004962
relative slope mismatch = -0.760 percent
ignoring R: ideality = 3.5722, barrier = 0.4391 eV
```
